# Locked-Dipole Ion Capture and Its Overestimate for Thermally Rotating Molecules

If the capture of ions by a polar gas is computed from the polarizability alone, the attraction of the permanent dipole is missing. The rate then does not depend on temperature, and in the example below it is less than half of what classical trajectories give. If the dipole is included as though it always pointed in the most attractive direction, the error in the example changes sign: the rate comes out too large by a factor of about two. An ion loss frequency taken proportional to the capture rate inherits either error in full. The second estimate is the locked-dipole rate. Its derivation shows where the excess enters.

Let an ion of charge $q>0$ approach a neutral molecule with isotropic polarizability $\alpha$ and permanent dipole $D$. The reduced mass is $m$, the initial relative speed is $v$, and $E=mv^2/2$. The algebra is in atomic units. The motion is classical, the particles are points, and capture means that the pair reaches short distance; whether a reaction follows is a separate question.

At distance $r$ the ion produces the field $F=q/r^2$. It induces a dipole $p=\alpha F$, whose energy in the field is $-pF$, while creating it costs $p^2/(2\alpha)$. The sum is

$$-\alpha F^2+\tfrac12\alpha F^2=-\frac{\alpha q^2}{2r^4}.$$

The permanent dipole costs nothing to create and contributes $-DF\cos\theta$, where $\theta$ is its angle from the direction of the field. The full potential is therefore

$$V(r,\theta)=-\frac{qD\cos\theta}{r^2}-\frac{\alpha q^2}{2r^4}.$$

Locking the dipole means setting $\cos\theta=1$ at all distances. The potential is then central, and the orbital angular momentum $L=mvb$ is conserved, with $b$ the impact parameter. The centrifugal energy is

$$\frac{L^2}{2mr^2}=\frac{m^2v^2b^2}{2mr^2}=\frac{Eb^2}{r^2}.$$

The pair can pass a distance $r$ if the remaining radial kinetic energy is not negative:

$$E-V(r)-\frac{Eb^2}{r^2}\ge0
\quad\Longrightarrow\quad
b^2\le r^2\left[1-\frac{V(r)}{E}\right].$$

Capture requires this at every distance on the way in, so the largest captured impact parameter is set by the smallest value of the right-hand side. Inserting the locked potential gives

$$b_{\max}^2=\min_r\left[r^2+\frac{qD}{E}+\frac{\alpha q^2}{2Er^2}\right].$$

The dipole term does not depend on $r$, because its $1/r^2$ has been cancelled by the factor $r^2$. Define $r_*$ by $r_*^4=\alpha q^2/(2E)$. The other two terms can be completed to a square,

$$r^2+\frac{r_*^4}{r^2}=\left(r-\frac{r_*^2}{r}\right)^2+2r_*^2 ,$$

which is smallest at $r=r_*$. There $2r_*^2=q\sqrt{2\alpha/E}$, and hence

$$\sigma(E)=\pi b_{\max}^2=\pi\left[q\sqrt{\frac{2\alpha}{E}}+\frac{qD}{E}\right].$$

Adding two potentials has led to adding two cross sections. This is a special property of the $1/r^2$ potential, which leaves the position of the barrier unchanged.

For the rate, multiply by $v$ and use $E=mv^2/2$. The two terms become

$$\pi q v\sqrt{\frac{4\alpha}{mv^2}}=2\pi q\sqrt{\frac{\alpha}{m}},
\qquad
\pi v\,\frac{2qD}{mv^2}=\frac{2\pi qD}{mv}.$$

The first is the Langevin rate $k_L$, independent of speed. The second needs the mean of $1/v$ over a Maxwell distribution of relative velocities at temperature $T$:

$$\left\langle\frac1v\right\rangle
=4\pi\left(\frac{m}{2\pi k_BT}\right)^{3/2}\int_0^\infty v\,e^{-mv^2/(2k_BT)}\,dv .$$

The integral equals $k_BT/m$, so $\langle1/v\rangle=\sqrt{2m/(\pi k_BT)}$. The locked-dipole rate is

$$k_{LD}(T)=\frac{2\pi q}{\sqrt m}\left[\sqrt\alpha+D\sqrt{\frac{2}{\pi k_BT}}\right].$$

The natural measure of the dipole is $x=D/\sqrt{2\alpha k_BT}$. Substituting $D=x\sqrt{2\alpha k_BT}$ gives

$$\frac{k_{LD}}{k_L}=1+\frac{2x}{\sqrt\pi}.$$

For $x\to0$ the Langevin rate returns. For large $x$ the rate is dominated by the dipole and falls as $T^{-1/2}$.

The weak point is the term $qD/E$. It is present in full at every $r$, including distances at which the ion's field is too weak to hold a rotating molecule. Turning a dipole from the aligned to the perpendicular direction costs $qD/r^2$, while thermal rotation carries an energy of order $k_BT$. Outside $r=\sqrt{qD/(k_BT)}$ the orienting energy is smaller than $k_BT$. A dipole that rotates freely in a plane, with axis $\mathbf e_1\cos\omega t+\mathbf e_2\sin\omega t$, has zero average over a turn, so to first order in the field its attraction averages to zero. The locked model nevertheless lets that attraction bend the orbit from infinity inward.

This can be turned into a classical upper bound. Consider molecules that are linear rotors in thermal equilibrium before the encounter. Along a trajectory the total energy and the phase-space density are both conserved. At any sphere of radius $r$ outside contact, states that came from infinity therefore have the equilibrium density $\propto e^{-H/k_BT}$, where $H$ is the total energy of the pair, and states that did not come from infinity are absent. Every captured pair crosses the sphere inward at least once. The capture rate thus cannot exceed the equilibrium inward flux, which is one quarter of the mean speed $\langle v\rangle=\sqrt{8k_BT/(\pi m)}$, times the area $4\pi r^2$, times the Boltzmann factor averaged over orientations. With $y=qD/(r^2k_BT)$ and $c=\cos\theta$, the orientation average is

$$\frac12\int_{-1}^{1}e^{yc}\,dc=\frac{e^y-e^{-y}}{2y}=\frac{\sinh y}{y},$$

so that

$$k\le\pi\langle v\rangle\, r^2\exp\left(\frac{\alpha q^2}{2r^4k_BT}\right)\frac{\sinh y}{y}$$

for every such $r$. The best bound is the minimum over $r$.

To compare it with the locked rate, replace $r^2$ by $qD/(yk_BT)$. The exponent becomes

$$\frac{\alpha q^2}{2k_BT}\,\frac{y^2(k_BT)^2}{q^2D^2}=\frac{\alpha k_BT}{2D^2}\,y^2=\frac{y^2}{4x^2}.$$

The locked rate has the same prefactor when written as

$$k_{LD}=\pi\langle v\rangle\frac{qD}{k_BT}\left(1+\frac{\sqrt\pi}{2x}\right).$$

Indeed, $\pi\langle v\rangle qD/(k_BT)=2\pi qD\sqrt{2/(\pi mk_BT)}$ is the dipole term, and the Langevin term is smaller by the factor $\sqrt\pi/(2x)$. Dividing,

$$\frac{k}{k_{LD}}\le\min_y\;\frac{e^{y^2/(4x^2)}\,\sinh y/y^2}{1+\sqrt\pi/(2x)} .$$

For a strong dipole the choice $y=2$ suffices. Since $\sinh2<e^2/2$, the numerator is below $(e^2/8)\,e^{1/x^2}$, and $e^2<8$. The locked rate therefore exceeds the classical thermal rate for all sufficiently large $x$. For a weak dipole, $\sinh y\approx y$, the minimum lies at $y=\sqrt2\,x$, and the right-hand side tends to $\sqrt{2e/\pi}$, which is larger than one. There the bound says nothing. Numerical minimization places the crossing at $x=0.318$. Below it an overestimate is not excluded, but this argument does not prove one.

The example uses round parameters: ion and molecule of 40 u each, hence $m=20$ u, $D=0.40$ e Å, $\alpha=3.0$ Å$^3$, a moment of inertia $I=20$ u Å$^2$, and a gas at 400 K, where $k_BT=0.03447$ eV. For a singly charged ion, in eV and Å, the combination $qD$ becomes $A=14.3996\times0.40=5.760$ eV Å$^2$, and $\alpha q^2$ becomes $P=14.3996\times3.0=43.20$ eV Å$^4$. Then

$$x=\frac{A}{\sqrt{2Pk_BT}}=\frac{5.760}{\sqrt{2\times43.20\times0.03447}}=3.34,$$

$$\frac{k_{LD}}{k_L}=1+\frac{2\times3.338}{\sqrt\pi}=4.77 .$$

The Langevin rate is $9.07\times10^{-10}$ cm$^3$/s and the dipole term is $3.416\times10^{-9}$ cm$^3$/s. Their sum is $k_{LD}=4.32\times10^{-9}$ cm$^3$/s, or 0.706 atomic units. A numerical search for $b_{\max}$, averaged over the Maxwell distribution by quadrature, gives the same rate to the four digits printed.

At $E=k_BT$ the two parts of $b_{\max}^2$ are $A/E=167.1$ Å$^2$ and $\sqrt{2P/E}=50.1$ Å$^2$, so $b_{\max}=14.7$ Å, although the locked barrier lies at only 5.0 Å. At a distance equal to this $b_{\max}$ the dipole energy is $5.760/217.2=0.027$ eV, less than $k_BT$. The locked model asks for full alignment where the field cannot enforce it against thermal rotation.

The flux bound is tightest at 9.76 Å, where $y=1.754$. It gives $k\le3.33\times10^{-9}$ cm$^3$/s, or 0.771 of the locked rate, so more than 22% of the locked rate is spurious within this classical model. The mean alignment on that sphere follows by differentiating the logarithm of the orientation average:

$$\langle\cos\theta\rangle=\frac{d}{dy}\ln\frac{\sinh y}{y}=\coth y-\frac1y=0.49 .$$

This describes the equilibrium ensemble that supplies the bound, not the captured pairs separately. It shows that even in equilibrium the dipole is about half aligned at that distance, not fully.

Classical trajectories of a linear rotor, counted as captured when they reach 3.0 Å, give a value rather than a bound. With the dipole removed they return 0.999 of the Langevin rate. With the dipole present and thermal rotation at 400 K, 3000 trajectories give $0.477\pm0.013$ of the locked rate, where the uncertainty is the binomial standard error. Because the impact parameters are spread evenly over their range, this somewhat overstates the sampling error. They cover relative energies above $0.03\,k_BT$; the energies left out supply 2.4% of the locked rate. Letting the capture there range from nothing to its full locked value widens the ratio to 0.465–0.490, before sampling error. The thermal capture rate is then about $2.0$ to $2.1\times10^{-9}$ cm$^3$/s, and the locked formula is too large by a factor of about two. The starting distance was not varied in this run, so the third digit of the ratio is not converged. The low end of the range is the more likely one: the Su–Chesnavich trajectory fit $k/k_L=0.4767x+0.62$, valid for $x\ge2$, gives a ratio of 0.46 here.

If rotation is the cause, molecules that do not rotate initially should come close to the locked rate, even with random initial directions. Near alignment $\cos\theta\approx1-\theta^2/2$, so the dipole swings in the potential $qD\theta^2/(2r^2)$ with angular frequency $\omega=\sqrt{qD/I}/r$. The distance changes at the relative rate $v/r$, and the ratio of the two is

$$\frac{\omega r}{v}=\sqrt{\frac{qD}{Iv^2}}=\sqrt{\frac{m}{2I}\,\frac{qD}{E}},$$

which is $\sqrt{167.1/2}\approx9$ at $E=k_BT$. The swing is fast compared with the approach, so its energy divided by its frequency is nearly conserved. For an amplitude $\theta_0$ this quotient is proportional to $(\theta_0^2/r^2)/(1/r)=\theta_0^2/r$. The amplitude therefore shrinks as $\sqrt r$, and a resting dipole locks itself during a long approach. A run of 1500 trajectories with resting rotors gives $1.028\pm0.018$ of the locked rate, as this argument requires.

The two runs share all model parameters but differ in starting distance as well as in rotation: the resting rotors start twelve times farther out in units of $b_{\max}$, to give them time to align. The thermal rotors start at $r_0^2=9.4\,b_{\max}^2$, where even a locked attraction would be at most about 11% of $E$. For a locked dipole, starting there would leave the term $qD/E$ unchanged and lower the induced term by about 6% at most. The attraction lost beyond the starting point is thus too small to explain a factor of two. The shorter approach also leaves less time to align. By the $\sqrt r$ law, the amplitude at $E=k_BT$ still shrinks by $\sqrt{5.0/45}\approx1/3$ between the start and the barrier. This costs a resting rotor roughly a tenth of the locked rate, not a half.

The locked result is not a strict limit for each collision. Among the captured resting rotors, 2.7% had impact parameters beyond the locked $b_{\max}$. A likely mechanism is that an aligned molecule turns with the line of centres and takes up part of the angular momentum. If the alignment were rigid, the centrifugal energy would be $L^2/[2(mr^2+I)]$, with $L=mvb$ now the total angular momentum, and the passage condition would become

$$b^2\le\left(r^2+\frac Im\right)\left[1-\frac{V(r)}{E}\right].$$

Here $I/m=1$ Å$^2$. At $E=k_BT$ and $r=5.0$ Å the bracket is $1+167.1/25+1=8.7$, so $b_{\max}^2$ could grow by up to 8.7 Å$^2$, or 4%. That is compatible with the run, but the mechanism was not isolated. The overestimate is a statement about thermal averages over rotating molecules.

At very low temperature the locked formula fails in another way, since it diverges as $T^{-1/2}$. A quantum rotor with rotational constant $B$, in its ground state, has no preferred direction, so the first-order dipole energy vanishes. In second order the field couples it to the first excited level, higher by $2B$. The squared matrix element of $\cos\theta$ is the isotropic mean $\langle\cos^2\theta\rangle=1/3$, because $\cos\theta$ acting on the uniform state gives that one level alone. The energy shift is

$$-\frac{1}{2B}\,\frac13\left(\frac{qD}{r^2}\right)^2=-\frac{D^2}{3B}\,\frac{q^2}{2r^4}.$$

The dipole thus acts as an extra polarizability $D^2/(3B)$, and the rate tends to the finite value $2\pi q\sqrt{[\alpha+D^2/(3B)]/m}$. This holds while $qD/r^2\ll B$ at the barrier, the rotor follows the field without transitions, and many orbital angular momenta still contribute. The example is far from this regime: $B/k_BT=0.003$, and at $E=k_BT$ orbital quantum numbers up to about 268 are captured in the locked model, so classical mechanics is reasonable.

The parameters are rough typical values for a small polar fluorinated feed gas in a low-pressure etch reactor. At 10 mTorr of polar gas and 400 K the density is $2.41\times10^{14}$ cm$^{-3}$. The locked rate predicts $1.04\times10^6$ captures per second for each ion, against about $5\times10^5$ from the trajectories; in a diluted feed both scale with the partial pressure. The mean spacing of neutrals, about 1600 Å, is far above the capture distances, so treating pairs separately is sound. A contact distance of 3.0 Å changes the thermal locked rate by less than 0.001%. Let a molecular quadrupole $\Theta$ be defined so that its on-axis energy has the size $q\Theta/r^3$; its ratio to the dipole term is then $\Theta/(Dr)$. For $\Theta=0.5$ e Å$^2$ this is 13% at 9.76 Å and 25% at 5.0 Å, so the last digits of the rates belong to the model and not to a real gas. The linear rotor is a simplification too: methyl fluoride, for example, is a symmetric top.

A reactor also breaks the assumption that all ions are thermal. An ion accelerated to 1.5 eV in the presheath, meeting a molecule at rest of equal mass, has a relative energy of 0.75 eV. Above 0.267 eV the locked barrier lies inside contact, and the passage condition must be applied at 3.0 Å:

$$b^2=9.0+\frac{5.760}{0.75}+\frac{43.20}{2\times0.75\times9.0}=19.9\ \text{Å}^2 .$$

The corresponding rate is $1.7\times10^{-9}$ cm$^3$/s with the dipole still held locked. This is 39% of the thermal locked value but about 80% of the thermal rate from the trajectories, so the actual rate falls much less than the locked one. Nearly half of this $b^2$ is the contact term 9.0 Å$^2$, so the number depends on the chosen contact distance. The thermal rates are derived for ions that have cooled to the gas temperature. For ions on their way to the wafer the rate has to be evaluated at their own energy. The full set of values is in the numerical output below.

## Numbers as computed

```
ion mass, molecule mass: 40, 40 u
reduced mass: 20.0 u
dipole: 0.40 e angstrom
polarizability: 3.0 angstrom^3
moment of inertia: 20.0 u angstrom^2
gas temperature: 400 K
thermal energy kT: 0.03447 eV
Coulomb constant C: 14.3996 eV angstrom
A = C*D: 5.7599 eV angstrom^2
P = C*alpha: 43.199 eV angstrom^4
dipole parameter x: 3.338 (no unit)
at E=kT, dipole part of b^2: 167.1 angstrom^2
at E=kT, induced part of b^2: 50.1 angstrom^2
at E=kT, locked capture b: 14.74 angstrom
at E=kT, locked barrier radius: 5.00 angstrom
Langevin rate: 9.071e-10 cm^3/s
dipole term of locked rate: 3.416e-09 cm^3/s
locked rate, closed form: 4.323e-09 cm^3/s
locked rate, quadrature: 4.323e-09 cm^3/s
locked rate: 0.7057 atomic units
locked/Langevin: 4.766 (no unit)
flux-bound radius: 9.76 angstrom
y on that sphere: 1.754 (no unit)
mean cos(theta) on that sphere: 0.492 (no unit)
flux upper bound: 3.334e-09 cm^3/s
flux bound/locked: 0.771 (no unit)
x above which bound < locked: 0.318 (no unit)
trajectories, thermal and resting rotors: 3000, 1500
lowest sampled E/kT: 0.03 (no unit)
no dipole, trajectory/Langevin: 0.999 (no unit)
thermal rotors/locked: 0.477 +- 0.013 (no unit)
resting rotors/locked: 1.028 +- 0.018 (no unit)
thermal captures beyond locked b: 0.10 %
resting captures beyond locked b: 2.72 %
median energy error, thermal run: 9.0e-05 kT
locked-rate share below sampled E: 2.42 %
full thermal ratio, low end: 0.465 (no unit)
full thermal ratio, high end: 0.490 (no unit)
thermal capture, low end: 2.01e-09 cm^3/s
thermal capture, high end: 2.12e-09 cm^3/s
pressure of polar gas: 0.010 Torr
gas density: 2.414e+14 cm^-3
locked capture frequency: 1.044e+06 s^-1
thermal frequency, low end: 4.86e+05 s^-1
thermal frequency, high end: 5.11e+05 s^-1
contact distance: 3.0 angstrom
E where barrier meets contact: 0.267 eV
contact change of locked rate: 0.000 %
model quadrupole: 0.5 e angstrom^2
quadrupole/dipole at flux radius: 0.128
quadrupole/dipole at barrier: 0.250
rotational constant: 1.05e-04 eV
rotational constant/kT: 3.03e-03 (no unit)
largest captured orbital number at kT: 268 (no unit)
mean neutral spacing: 1606 angstrom
presheath ion energy, laboratory: 1.50 eV
presheath relative energy: 0.75 eV
locked contact rate at that energy: 1.68e-09 cm^3/s
```
